# Why gold(I) and mercury(II) favour linear coordination: s–d mixing

## The ion, its ligands and the conventions

The ion has a filled d shell, d$^{10}$, and an empty s level. The gap $\Delta>0$ is the energy needed to go from d$^{10}$ to d$^9$s. The gaps to be used first are 2.7 eV for Cu$^+$, 4.9 eV for Ag$^+$ and 1.9 eV for Au$^+$. They are given data, understood as gaps to the lowest d$^9$s level. Energies are in electronvolts, and distances are in bohr, the atomic unit of length.

The ligands are equal. Ligand $i$ lies in the direction of the unit vector $\mathbf n_i$ from the metal and repels an electron with a potential symmetric about its own bond. The angular functions are the real harmonics $Y_{2m}$, and $C_{2m}=\sqrt{4\pi/5}\,Y_{2m}$, so that $C_{20}=1$ on the $z$ axis. The radial functions $R_s$ and $R_d$ are given the same sign in the outer region where the ligands act.

The question is how much energy such an ion gains by mixing s into its filled d shell, and how this gain depends on the arrangement of the ligands. That gain is Orgel's contribution to the preference for linear coordination. It is one part of the energy of a complex, to be set beside bond energies and the repulsion between ligands.

## A filled d shell without mixing has no preferred angles

The potential of one ligand can be expanded in Legendre polynomials about its bond,
$$
v_i(\mathbf r)=\sum_k v_k(r)\,P_k(\hat{\mathbf r}\cdot\mathbf n_i).
$$
To first order, the ten d electrons feel this potential through their total density. Since $\sum_m Y_{2m}^2=5/4\pi$ in every direction, that density is spherical. The angular integral of $P_k$ vanishes unless $k=0$, and therefore
$$
E^{(1)}=10\sum_i\int_0^\infty R_d^2\,v_0\,r^2dr .
$$
Each ligand contributes the same amount wherever it stands. The field does split the five d levels, but with all of them filled the shifts from $k>0$ add to zero. An angular preference of the metal ion must come from a change in its orbitals.

## How the ligands join s to d

The s orbital is $R_s/\sqrt{4\pi}$ and the d orbitals are $R_dY_{2m}$. Their product has angular momentum 2, so the term $k=2$ alone couples them. The addition theorem for this term is
$$
P_2(\hat{\mathbf r}\cdot\mathbf n_i)=\frac{4\pi}{5}\sum_m Y_{2m}(\hat{\mathbf r})Y_{2m}(\mathbf n_i).
$$
Integration over $\hat{\mathbf r}$ picks out one $m$ and leaves the factor
$$
\frac{1}{\sqrt{4\pi}}\,\frac{4\pi}{5}\,Y_{2m}(\mathbf n_i)
=\frac{1}{\sqrt{4\pi}}\sqrt{\frac{4\pi}{5}}\,C_{2m}(\mathbf n_i)
=\frac{C_{2m}(\mathbf n_i)}{\sqrt5}.
$$
The coupling of s to the orbital d$_m$ is thus
$$
V_m=w\sum_i C_{2m}(\mathbf n_i),\qquad
w=\frac1{\sqrt5}\int_0^\infty R_sR_d\,v_2\,r^2dr .
$$
The number $w$ belongs to the ion and the ligand, and the sum belongs to the geometry.

The combination $d_V=\sum_m V_m d_m/V$, with $V^2=\sum_mV_m^2$, carries the whole coupling: $\langle s|v|d_V\rangle=\sum_mV_m^2/V=V$. Any d combination with coefficients $c_m$ orthogonal to it has $\sum_m c_mV_m=0$ and does not couple. With $\sum_m C_{2m}(\mathbf n_i)C_{2m}(\mathbf n_j)=P_2(\mathbf n_i\cdot\mathbf n_j)$, the square becomes
$$
V^2=w^2S,\qquad S=\sum_{i,j}P_2(\mathbf n_i\cdot\mathbf n_j),\qquad P_2(x)=\tfrac12(3x^2-1).
$$
The terms $i=j$ are included and each equals 1.

For two ligands at an angle $\gamma$ the sum is $S=2+2P_2(\cos\gamma)=1+3\cos^2\gamma$. It is 1 at a right angle and 4 at $180^\circ$. The other maximum, $\gamma=0$, would put both ligands in one place. For larger sets the ordered pairs are counted:

- Trigonal planar: six pairs with $\cos\gamma=-\tfrac12$ give $S=3+6(-\tfrac18)=\tfrac94$.
- Tetrahedral: twelve pairs with $\cos\gamma=-\tfrac13$ give $S=4+12(-\tfrac13)=0$.
- Square planar: four opposite pairs and eight at right angles give $S=4+4+8(-\tfrac12)=4$.
- Octahedral: six opposite pairs and twenty-four at right angles give $S=6+6+24(-\tfrac12)=0$.

A third ligand approaching a linear complex from the side adds 1 for itself and four ordered pairs at right angles, so $S$ falls from 4 to $4+1-2=3$. If the three then relax to the trigonal shape, it falls further, to $\tfrac94$. A fourth ligand opposite the third restores $S=4$. The mixing energy thus opposes a third ligand and a tetrahedron, but it does not by itself decide between two ligands on a line and four in a square. That choice depends on the bond energy of two more ligands and on their crowding. The tie itself holds only while the d–d splitting is neglected, as it is below: the field raises d$_{z^2}$ for the linear pair and lowers it for the square, which changes the gap in opposite directions.

## The energy of mixing

Two electrons occupy the lower combination of $d_V$ and s. With the d–d splitting neglected, and with any common shift of s relative to d absorbed in $\Delta$, the matrix in the order $(d_V,s)$ is
$$
\begin{pmatrix}0&V\\V&\Delta\end{pmatrix}.
$$
Take the trial orbital $\cos\theta\,d_V-\sin\theta\,s$. Its energy is
$$
\varepsilon(\theta)=\Delta\sin^2\theta-2V\sin\theta\cos\theta
=\frac{\Delta}{2}(1-\cos2\theta)-V\sin2\theta .
$$
Setting the derivative to zero gives $\Delta\sin2\theta=2V\cos2\theta$, or $\tan2\theta=2V/\Delta$. For the minimum,
$$
\cos2\theta=\frac{\Delta}{\sqrt{\Delta^2+4V^2}},\qquad
\sin2\theta=\frac{2V}{\sqrt{\Delta^2+4V^2}} .
$$
Inserting these gives $\varepsilon=\tfrac12\left(\Delta-\sqrt{\Delta^2+4V^2}\right)$. The energy gained by two electrons is $-2\varepsilon$:
$$
E_{\rm mix}=\sqrt{\Delta^2+4w^2S}-\Delta .
$$
The s fraction of the occupied orbital is
$$
\sin^2\theta=\frac12\left(1-\frac{\Delta}{\sqrt{\Delta^2+4V^2}}\right).
$$

When $V\ll\Delta$, the square root is $\Delta(1+2V^2/\Delta^2+\dots)$, so $E_{\rm mix}\to2V^2/\Delta$, and the number of electrons moved from d to s is $N_s=2\sin^2\theta\to2V^2/\Delta^2$. In this limit the gain is inversely proportional to the gap and proportional to $S$. When $V\gg\Delta$, the gain tends to $2V-\Delta$ and is governed by the coupling.

The penalty for leaving the linear shape also grows as the gap shrinks. The difference between the linear and trigonal gains has the derivative
$$
\frac{d}{d\Delta}\left(E_{\rm lin}-E_{\rm tri}\right)
=\frac{\Delta}{\sqrt{\Delta^2+16w^2}}-\frac{\Delta}{\sqrt{\Delta^2+9w^2}}<0 ,
$$
because the first denominator is the larger.

The neglected d–d splitting changes the energy denominators, a relative correction of order (splitting)/$\Delta$. A second reservation concerns the gap itself. A spin-independent field mixes the closed-shell ground state with singlet d$^9$s states. If the lowest d$^9$s level is a triplet, its gap is too small for this purpose and the mixing is overestimated. The given gaps therefore serve to show a trend.

## What the mixing does to the density

In a linear complex $V_0=2w$ and the other $V_m$ vanish, so $d_V$ is d$_{z^2}$. With $w>0$ the occupied orbital is $\cos\theta\,d_{z^2}-\sin\theta\,s$. On the axis, $Y_{20}=\sqrt5\,Y_{00}$; in the equatorial plane, $Y_{20}=-\tfrac{\sqrt5}{2}Y_{00}$. If the two radial functions are equal at the point considered, the density relative to pure d$_{z^2}$ is
$$
\left(\cos\theta-\frac{\sin\theta}{\sqrt5}\right)^2\ \text{on the axis},\qquad
\left(\cos\theta+\frac{2\sin\theta}{\sqrt5}\right)^2\ \text{in the ring}.
$$
The subtraction on the axis removes electrons from the places where the ligands push, and the ring takes them up. The empty partner, $\sin\theta\,d_{z^2}+\cos\theta\,s$, is enlarged on the axis. It points at the ligands and is well placed to accept their electron pairs, but the energy of that donation lies outside this model.

In a tetrahedral field the rank-2 parts of the four ligands cancel. There is then no direction in which s and d could cooperate, and this gain is absent.

## The three given gaps with one coupling

Let $w=0.5$ eV for all three ions, a round value chosen to isolate the effect of the gap. A linear complex has $V=2w=1.0$ eV and a trigonal one $V=\tfrac32w=0.75$ eV. For gold,
$$
E_{\rm lin}=\sqrt{1.9^2+4(1.0)^2}-1.9=0.86\ \text{eV},
$$
$$
E_{\rm tri}=\sqrt{1.9^2+4(0.75)^2}-1.9=0.52\ \text{eV}.
$$
Going from linear to trigonal costs 0.34 eV of mixing energy, and going to tetrahedral costs all 0.86 eV.

| Ion | Gap (eV) | Linear gain (eV) | Loss to trigonal (eV) | Electrons moved |
|---|---|---|---|---|
| Cu$^+$ | 2.7 | 0.66 | 0.27 | 0.20 |
| Ag$^+$ | 4.9 | 0.39 | 0.17 | 0.07 |
| Au$^+$ | 1.9 | 0.86 | 0.34 | 0.31 |

The order is Au > Cu > Ag. The simple estimate $2V^2/\Delta$ would give 1.05 eV for gold, 23% above the full two-level result, since $V$ is not small beside the gap. For gold $\theta$ is about $23^\circ$. The density factors are then 0.55 on the axis and 1.62 in the ring, so the rearrangement is substantial.

Gold's gain exceeds silver's by a factor of 2.2 but copper's by a factor of just 1.3. The difference in the trigonal penalty between gold and copper is 0.07 eV. The gaps alone thus give the right direction for gold but only a modest lead over copper. The assumption of equal couplings has to be examined.

## Gaps and couplings computed for the free ions

The gap and the coupling can both be obtained from the local density approximation (LDA) for a spherical, spin-unpolarized ion. Let $x$ electrons be moved from d to s. In density functional theory the derivative of the energy with respect to an occupation is the orbital energy, so
$$
\frac{dE}{dx}=\varepsilon_s(x)-\varepsilon_d(x),\qquad
\Delta=\int_0^1(\varepsilon_s-\varepsilon_d)\,dx\approx
(\varepsilon_s-\varepsilon_d)_{x=1/2}.
$$
For Au$^+$ the midpoint gives 2.58 eV and a two-point integration 2.59 eV. The orbital gap at $x=0$ is a different quantity: for nonrelativistic Cu$^+$ it is 2.27 eV, against 3.91 eV at half transfer.

For the coupling, each ligand is a unit negative point charge at $R=4$ bohr. Its rank-2 potential energy for an electron is $v_2=r_<^2/r_>^3$ in atomic units, where $r_<$ and $r_>$ are the smaller and larger of $r$ and $R$. The common distance is a device for comparing ions, not a bond length. The relativistic values come from the Dirac equation without its spin–orbit part.

| Ion | $\Delta$ nonrel. | $\Delta$ rel. | $w$ rel. | Linear gain nonrel. | Linear gain rel. |
|---|---|---|---|---|---|
| Cu$^+$ | 3.9 | 3.4 | 0.38 | 0.28 | 0.32 |
| Ag$^+$ | 6.4 | 5.3 | 0.54 | 0.33 | 0.43 |
| Au$^+$ | 6.0 | 2.6 | 0.67 | 0.49 | 1.14 |
| Zn$^{2+}$ | 10.9 | 10.1 | 0.26 | 0.05 | 0.06 |
| Cd$^{2+}$ | 11.8 | 10.2 | 0.43 | 0.11 | 0.14 |
| Hg$^{2+}$ | 10.6 | 5.9 | 0.55 | 0.19 | 0.40 |

All entries are in eV. The gaps are averages over the levels of a configuration, so they need not equal the given lowest-level gaps; the order Ag > Cu > Au of the relativistic gaps is the same. They are free-ion gaps: the shift of s relative to d by the $k=0$ part of the charges, and the d–d splitting the charges cause, are not included in the tabulated gains. To first order, with the same orbitals, they would narrow the gold gap by about 1 eV and the copper gap by about 0.5 eV. These figures are for the linear pair, whose gains would rise to about 1.5 eV for gold and 0.37 eV for copper. For a square of the same charges the gold gap would instead widen by about 0.3 eV and the gain would be about 1.05 eV, so these terms break the tie at $S=4$ in favour of the line.

For gold, $V=2(0.671)=1.342$ eV and
$$
E_{\rm mix}=\sqrt{2.58^2+4(1.342)^2}-2.58=1.14\ \text{eV}.
$$
This is 3.6 times the value for copper and 2.6 times that for silver. Gold combines the smallest gap with the largest coupling, and the coupling supplies much of the lead over copper that the gaps alone did not. This extra lead holds for equal distances; a shorter distance for copper would raise its coupling and reduce the lead.

Silver now lies above copper, against the order found with equal couplings. This reversal is fragile. For a charge outside both orbitals, $w\propto R^{-3}$, and for weak mixing the gain varies as $R^{-6}$. The silver-to-copper ratio is $0.432/0.321=1.35$, and $1.35^{1/6}=1.05$. On this estimate a copper–ligand distance about 5% shorter than the silver one would remove the difference. The model at one common distance does not settle the order of copper and silver.

## The part played by relativity

Without relativity the gap of Au$^+$ would be 6.0 eV, close to the 6.4 eV of Ag$^+$. Relativity lowers the 6s level by 2.5 eV and raises the 5d level by 1.0 eV. Together they close the gap by about 3.5 eV, and the linear gain rises from 0.49 to 1.14 eV.

The two causes of this rise can be separated. With the relativistic gap but the nonrelativistic coupling, $w=0.618$ eV, so $V=1.236$ eV and
$$
\sqrt{2.58^2+4(1.236)^2}-2.58=0.99\ \text{eV}.
$$
In this order the smaller gap accounts for about 0.5 eV of the increase, and the stronger coupling for the remaining 0.15 eV. The split depends on the order: changing the coupling first gives $\sqrt{6.04^2+4(1.342)^2}-6.04=0.57$ eV, that is 0.08 eV from the coupling and 0.57 eV from the gap. Either way the gap dominates.

The rise of 5d cannot be a direct effect of the relativistic kinetic energy. Expansion of $\sqrt{p^2c^2+c^4}-c^2$ gives $p^2/2-p^4/8c^2$, in atomic units, and the correction is negative. The other spin-free first-order term is the Darwin term $\nabla^2V/8c^2$. Its nuclear part acts only at the nucleus, where a d orbital vanishes, and its Hartree part is negative, since $\nabla^2V_H=-4\pi\rho$. With the exchange-correlation part of this term set aside, the direct terms lower 5d, and the rise is attributed to the change in the self-consistent potential. A likely reading is that the contracted s and p shells, chiefly 5s and 5p, screen the nucleus more strongly from the 5d electrons; the tabulated calculation does not isolate that step.

Mercury follows the same pattern. In Hg$^{2+}$ the 6s level falls by 3.3 eV and the 5d level rises by 1.3 eV, bringing the gap from 10.6 to 5.9 eV. Zn$^{2+}$ and Cd$^{2+}$ remain near 10 eV. The gain for Hg$^{2+}$ is 2.8 times that of Cd$^{2+}$ and about 7 times that of Zn$^{2+}$, which sets mercury apart within its group.

Its absolute size, 0.40 eV, is nevertheless about the same as that of Ag$^+$, 0.43 eV, for the same charges at the same distance. The model shows one term in which mercury differs from zinc and cadmium. It does not rank ions of different charge, whose bond lengths and bond energies also differ.

## A test with freely responding orbitals

The law $N_s\propto S$ for weak mixing was tested on Cu$^+$ with all its orbitals free to respond, in a nonrelativistic LDA calculation. The ligands were charges of $-0.01$ at 4 bohr. Since every basis function sits on the metal, the s and p populations are well defined.

The s population rises by $19.9\times10^{-6}$ electrons in the linear field and by $11.2\times10^{-6}$ in the trigonal one. Their ratio is 0.562, where the law gives $\tfrac94/4=0.5625$. The square field gives 0.999 of the linear value, and the tetrahedral field gives zero to the printed precision.

The size can be estimated too. With $w=0.374$ eV per unit charge, $V=2(0.01)(0.374)=0.0075$ eV. The occupations in this calculation stay at d$^{10}$, so the first-order change of the orbitals has the d$^{10}$ orbital gap, 2.27 eV, as its denominator, and $2V^2/\Delta^2=21.7\times10^{-6}$. This is about 9% above the computed population. The half-transfer gap used for the table of gains, 3.91 eV, would give $7.3\times10^{-6}$, a factor of 2.7 below it. The test therefore supports the geometric law, but not the absolute size of the tabulated gains: the self-consistent second-order energy of the d–s channel in this field is $5.2\times10^{-5}$ eV, where $2V^2/\Delta$ with the half-transfer gap gives $2.9\times10^{-5}$ eV. The closeness of the first estimate is partly accidental, because its $w$ comes from half-transfer orbitals. The d$^{10}$ orbitals give $w=0.415$ eV and a population of $26.6\times10^{-6}$, about a third above the computed one. The remaining difference comes from the response of the potential, which the estimate leaves out.

The density moves as described. At 2.5 bohr from the nucleus it falls on the axis by $6.8\times10^{-5}$ and rises in the ring by $2.9\times10^{-5}$ bohr$^{-3}$.

## The competing p channel and the limits of the model

The d orbitals can also mix with an empty p level. An orbital of d type is even under inversion through the metal and one of p type is odd. A linear or square field of equal ligands has a centre of inversion and cannot join them. A tetrahedral field has none and can. In the Cu$^+$ calculation the p population rises by $2.3\times10^{-6}$ electrons in the tetrahedral field and by nothing visible in the linear one. The trigonal field also lacks a centre of inversion and moves $1.4\times10^{-6}$ electrons into p, which offsets part of the loss to the trigonal shape. The basis has no f functions, so mixing of d with f is not included. With functions of higher angular momentum the linear s population moves from $19.9$ to $19.8\times10^{-6}$ and the tetrahedral p population from $2.3$ to $2.4\times10^{-6}$.

This channel favours the tetrahedron and works against the s–d effect. In the weak limit a channel gains $2V^2/\Delta=N\Delta$, the number of electrons moved times the gap. Here the s channel moves $19.9/2.28\approx8.7$ times as many electrons. If each channel is represented by one level, the p gap would have to be 8.7 times the s gap for the two gains to balance. The orbital gap to 4p is 7.6 eV, or 3.3 times the 2.27 eV to 4s, so in this one-level estimate the p channel gives the tetrahedron roughly 0.4 of what the s channel gives the linear pair. This figure is rough: it leaves out the higher levels of each channel, and $N\Delta$ equals the gain only if the potential does not respond. The self-consistent second-order energies of the two channels stand in the ratio 0.33 to 0.34. Mixing of d with f gives the tetrahedron about a third as much again as the p channel, so that p and f together reach about 0.46 of the s-channel gain. This comparison holds for Cu$^+$ in this weak field at this distance; it was not made for gold or for strong fields.

The point charges leave out covalent bonding, the size of the ligands and the solvent. Spin–orbit coupling, which splits the d$^9$s levels, is also absent. As for numerical accuracy, the radial solver reproduces the 6s energy of a bare nucleus of charge 79 to 0.08% of that energy, about 2 eV out of 2489 eV, which checks the relativistic equations but sets no bound on the valence gaps. Its nonrelativistic orbital gap for Cu$^+$ agrees with an independent Gaussian calculation to the printed digits; the relativistic values are less firm, since the removal of the spin–orbit part can be done in more than one way. The Koelling–Harmon form gives gaps of 2.61 eV for Au$^+$ and 5.97 eV for Hg$^{2+}$, about 0.03 eV higher, and gains of 1.13 and 0.39 eV; the gaps of Cu$^+$, Ag$^+$ and Cd$^{2+}$ move by 0.01 eV or less. The errors of the LDA and of the ligand model were not estimated, and differences of a few hundredths of an electronvolt carry no chemical meaning. The tabulated values are in the numerical output.

Within these limits the cause is clear. A linear pair of ligands lets a d$^{10}$ ion move charge out of their way by mixing s into d$_{z^2}$, while a tetrahedral set does not. Relativity makes this mixing cheap in Au$^+$, and much cheaper in Hg$^{2+}$ than in its lighter relatives. Whether a given complex is in fact linear depends on whether this gain, together with the other terms that favour two ligands, outweighs the energy of binding more.

## Calculated quantities

```
Chosen coupling per ligand w = 0.50 eV
Geometry sum S, linear: 4.000
Geometry sum S, right angle: 1.000
Geometry sum S, trigonal: 2.250
Geometry sum S, square: 4.000
Geometry sum S, tetrahedral: 0.000
Geometry sum S, octahedral: 0.000
Cu+ given gap 2.7 eV: E_mix linear 0.660, trigonal 0.389, loss to trigonal 0.271 eV
Cu+ s fraction 0.0982, d electrons moved 0.1964, 2V^2/gap 0.741 eV
Ag+ given gap 4.9 eV: E_mix linear 0.392, trigonal 0.224, loss to trigonal 0.168 eV
Ag+ s fraction 0.0371, d electrons moved 0.0742, 2V^2/gap 0.408 eV
Au+ given gap 1.9 eV: E_mix linear 0.859, trigonal 0.521, loss to trigonal 0.338 eV
Au+ s fraction 0.1556, d electrons moved 0.3113, 2V^2/gap 1.053 eV
Equal-w E_mix ratios: Au/Cu 1.301, Au/Ag 2.188
Au+ mixing angle 23.23 degrees
Au+ orbital density / pure dz2 (equal radial parts): axis 0.551, ring 1.617
Hydrogenic 1s, Z=79: solver -93459.8 eV, relative deviation -5.8e-07
Hydrogenic 6s, Z=79: solver -2489.0 eV, relative deviation -7.9e-04
Point charges of -1 at 4.0 bohr; LDA free ions:
Cu+ gap: nonrel 3.91, rel 3.43 eV; w: nonrel 0.374, rel 0.380 eV
Cu+ linear E_mix: nonrel 0.276, rel 0.321 eV
Ag+ gap: nonrel 6.40, rel 5.27 eV; w: nonrel 0.523, rel 0.544 eV
Ag+ linear E_mix: nonrel 0.333, rel 0.432 eV
Au+ gap: nonrel 6.04, rel 2.58 eV; w: nonrel 0.618, rel 0.671 eV
Au+ linear E_mix: nonrel 0.486, rel 1.142 eV
Au+ relativistic level shifts: 6s -2.48, 5d 0.97 eV
Zn2+ gap: nonrel 10.89, rel 10.13 eV; w: nonrel 0.259, rel 0.264 eV
Zn2+ linear E_mix: nonrel 0.049, rel 0.055 eV
Cd2+ gap: nonrel 11.80, rel 10.19 eV; w: nonrel 0.409, rel 0.427 eV
Cd2+ linear E_mix: nonrel 0.113, rel 0.142 eV
Hg2+ gap: nonrel 10.58, rel 5.94 eV; w: nonrel 0.506, rel 0.551 eV
Hg2+ linear E_mix: nonrel 0.192, rel 0.395 eV
Hg2+ relativistic level shifts: 6s -3.34, 5d 1.30 eV
Au+ gap by two-point integration 2.591 eV
Cu+ d10 orbital gap: radial 2.273, Gaussian 2.273 eV
Cu+ SCF in ligand charges of -0.01 at 4.0 bohr:
linear: s gain 19.918, p gain -0.000 millionths of an electron
Density change at 2.5 bohr: axis -6.75e-05, ring 2.93e-05 bohr^-3
trigonal: s gain 11.189, p gain 1.436 millionths of an electron
square: s gain 19.895, p gain -0.000 millionths of an electron
tetrahedral: s gain 0.000, p gain 2.279 millionths of an electron
s gain, trigonal/linear: SCF 0.5618, law 0.5625
s gain, square/linear: SCF 0.9988, law 1.0000
```
